# Contact resistance with a resistive metal sheet: transfer length and terminal position, part 2

A semiconductor sheet and a metal sheet are joined through a resistive interface over a contact of length $L$ and width $W$. Current $I$ enters the semiconductor at the front edge $x=0$ and leaves the metal through a full-width line terminal at $x=a$, with $0\le a\le L$. The question is how the two-terminal resistance $R(a)=[V_s(0)-V_m(a)]/I$ depends on $a$.

The sheet resistances $R_s$ (semiconductor) and $R_m$ (metal) are in ohms per square, and the specific contact resistivity $\rho$ is in ohms times area. All three are uniform. The sheet potentials are $V_s$ and $V_m$. The sheet currents $I_s$ and $I_m$ are positive towards larger $x$; their sum is $I$ before the terminal and zero beyond it. Define

$$
\lambda=\sqrt{\frac{\rho}{R_s+R_m}},\qquad Z=\frac{\rho}{W\lambda}=\frac{(R_s+R_m)\lambda}{W},
$$

$$
m=\frac{R_m}{R_s+R_m},\quad s=1-m,\quad l=\frac L\lambda,\quad t=\frac a\lambda,\quad \xi=\frac x\lambda .
$$

The resistance is

$$
\boxed{\;R(a)=Z\left[ms\,t+\left(s^2+\tfrac12m^2\right)\coth l+2ms\,\frac{\cosh(l-t)}{\sinh l}+\frac{m^2}{2}\,\frac{\cosh(l-2t)}{\sinh l}\right]\;}
\tag{1}
$$

For the front terminal, $a=0$, and the back terminal, $a=L$, it becomes

$$
R_F=Z\coth l,\qquad
R_B=Z\left[ms\,l+\frac{(s^2+m^2)\cosh l+2ms}{\sinh l}\right].
\tag{2}
$$

The semiconductor carries the share $p=I_s/I=p_0+mg$, and the interface voltage is $u=V_s-V_m=-ZI\,dp/d\xi$. Here

$$
p_0(\xi)=\frac{\sinh(l-\xi)}{\sinh l},\qquad
g=\begin{cases}
1-\cosh\xi+\alpha\sinh\xi,&\xi\le t,\\
\beta\sinh(l-\xi),&\xi\ge t,
\end{cases}
$$

$$
\alpha=\frac{\cosh l-\cosh(l-t)}{\sinh l},
\tag{10}
$$

$$
\beta=\frac{\cosh t-1}{\sinh l}.
\tag{11}
$$

If the whole metal is at one potential, as for $R_m=0$, the transfer length is $\lambda_0=\sqrt{\rho/R_s}$ and the resistance is

$$
R_0=\frac{R_s\lambda_0}{W}\coth\frac L{\lambda_0}.
\tag{15}
$$

The same contact can be modelled as a ladder: two rails of resistors, one for each sheet, joined at their nodes by interface conductances.

### Front and back terminals compared

Since $s^2+m^2-1=-2ms$, subtracting the two expressions in (2) gives

$$
R_B-R_F=Zms\left[l-2\,\frac{\cosh l-1}{\sinh l}\right]
=Zms\left[l-2\tanh\frac l2\right]>0 .
\tag{16}
$$

The sign follows from $\tanh y<y$ for $y>0$. With a front terminal the current makes a U-turn: the two sheet currents are equal and opposite at every $x$, and both die out with depth. With a back terminal the full current must travel the length of the contact in one sheet or the other.

The current share for the back terminal follows from Part 1 with $t=l$, where $\alpha=(\cosh l-1)/\sinh l$. Using $\cosh l\sinh\xi-\sinh l\cosh\xi=-\sinh(l-\xi)$,

$$
p(\xi)=m+\frac{s\sinh(l-\xi)-m\sinh\xi}{\sinh l}.
\tag{17}
$$

In a long contact the share falls from one to $m$ within a few $\lambda$ of the front edge, stays near $m$ in the interior, and falls to zero within a few $\lambda$ of the back edge. Current crosses the interface in two separate regions.

### Voltages sensed elsewhere

The interface voltage at the far end can be sensed with probes that draw no current. For $\xi\ge t$, $p=[1+m(\cosh t-1)]\sinh(l-\xi)/\sinh l$ by (11), and therefore

$$
R_E(a)=\frac{u(L)}I=Z\,\frac{s+m\cosh t}{\sinh l}.
\tag{18}
$$

For a front terminal this is $Z/\sinh l$, which vanishes for a long contact. For a back terminal it is $Z(s+m\cosh l)/\sinh l$, which tends to $mZ$. The residue is the voltage that drives the semiconductor's interior share $mI$ through the interface near the back edge.

The front-terminal values give the parameters directly. From $R_F=Z\coth l$ and $R_E(0)=Z/\sinh l$,

$$
\frac{R_F}{R_E(0)}=\cosh l,\qquad Z^2=R_F^2-R_E(0)^2,\qquad \rho=ZW\lambda .
\tag{19}
$$

The first relation gives $\lambda=L/l$, and the others give $\rho$. This pair of measurements yields the sum $R_s+R_m=ZW/\lambda$, not the two sheet resistances separately. Both probes for $R_E(0)$ must sit at $x=L$. If the metal voltage is read at the front terminal instead, the drop along the metal, $V_m(L)-V_m(0)=mZI\int_0^lp_0\,d\xi=mZI(\cosh l-1)/\sinh l$, is included, and the reading is $[V_s(L)-V_m(0)]/I=Z(s+m\cosh l)/\sinh l$. This exceeds $Z/\sinh l$ when $R_m>0$, and (19) does not apply to it. Relations (19) should not be applied to data taken with a back terminal when $R_m>0$, because both the resistance and the end voltage then differ from their front-terminal values, as (16) and (18) show.

### Limits

When $R_m\to0$ at fixed $R_s$ and $\rho$, $m\to0$ and $s\to1$. Equation (1) reduces to $R_0$ for every terminal position, since a perfectly conducting metal is at one potential wherever it is connected.

For a short contact, $l\ll1$, expand the ratios in (1) to first order in the lengths:

$$
\frac{\cosh(l-b)}{\sinh l}\simeq\frac1l-\frac l6+\frac{(l-b)^2}{2l}.
$$

The three coefficients add to one, so the first two terms appear unchanged. The quadratic terms contribute

$$
\frac1{2l}\left[l^2-2m(2s+m)\,lt+2m\,t^2\right],
$$

where $2ms+2m^2=2m$ was used. Adding $ms\,t$ and using $s-(2s+m)=-1$ leaves

$$
R(a)\simeq\frac{\rho}{WL}+\frac{(R_s+R_m)L}{3W}-\frac{R_m}{W}\,a\left(1-\frac aL\right).
\tag{20}
$$

The first term is the interface resistance under uniform current density, and it dominates. The front and back terminals agree to this order. Their difference begins at $Zms\,l^3/12$, from the expansion of (16). A terminal in the middle lowers the resistance by $R_mL/(4W)$ relative to either edge.

For a long contact, $l\gg1$, $R_F\to Z=\sqrt{\rho(R_s+R_m)}/W$, whereas

$$
R_B\to Z(s^2+m^2)+\frac{R_sR_m}{R_s+R_m}\,\frac LW .
\tag{21}
$$

The last term is $Zms\,l$ written in the original parameters. It is the resistance of the two sheets in parallel over the whole length.

### The best length for a back terminal

$R_F$ falls monotonically with $L$. $R_B$ falls while the interface dominates and rises when the sheets do. Differentiating (2) at fixed sheet and interface parameters gives

$$
\frac1Z\frac{dR_B}{dl}=ms-\frac{(s^2+m^2)+2ms\cosh l}{\sinh^2l}
=\frac{ms(\cosh l-1)^2-1}{\sinh^2l}.
$$

The second step uses $\sinh^2l=\cosh^2l-1$ and $s^2+m^2=1-2ms$. The numerator increases with $l$ and changes sign once, from negative to positive. There is therefore one minimum, and with $k=\sqrt{ms}$ it lies at

$$
\cosh l_*=1+\frac1k .
\tag{22}
$$

For the value there, $\sinh^2l_*=(\cosh l_*-1)(\cosh l_*+1)=(1+2k)/k^2$. The numerator of the fraction in $R_B$ is

$$
(1-2k^2)\left(1+\frac1k\right)+2k^2=1+\frac1k-2k=\frac{(1-k)(1+2k)}k .
$$

Dividing by $\sinh l_*=\sqrt{1+2k}/k$ gives

$$
R_{B,\min}=Z\left[k^2l_*+(1-k)\sqrt{1+2k}\right].
\tag{23}
$$

### The best terminal position

At fixed length, differentiate (1) with respect to $a$ and use $Zm/\lambda=R_m/W$:

$$
\frac{dR}{da}=\frac{R_m}W F(t),\qquad
F(t)=s\left[1-\frac{2\sinh(l-t)}{\sinh l}\right]-m\,\frac{\sinh(l-2t)}{\sinh l}.
\tag{24}
$$

At the edges $F(0)=-s-m=-1$ and $F(l)=s+m=1$. In between,

$$
\frac{dF}{dt}=\frac{2s\cosh(l-t)+2m\cosh(l-2t)}{\sinh l}>0,
$$

so $R(a)$ is convex and has one minimum, at an interior point. At the middle $F(l/2)=s[1-1/\cosh(l/2)]>0$, which places the minimum in the front half. A bracketed root search for $F(t)=0$ on $0\le t\le l/2$ therefore finds it.

The negative slope at the front edge has a simple reading. With the terminal at $a=0$, the metal next to it carries the full current back towards the edge. Moving the terminal inward takes this strip out of the path, and the initial gain per unit length is the strip's resistance per unit length, $R_m/W$.

For a long contact with the terminal at a finite depth, $\sinh(l-t)/\sinh l\to e^{-t}$ and $\sinh(l-2t)/\sinh l\to e^{-2t}$. With $y=e^{-t}$ the condition $F=0$ becomes $my^2+2sy-s=0$. Its positive root is

$$
y=\frac{-s+\sqrt{s^2+ms}}m=\frac{\sqrt s-s}{1-s}=\frac{\sqrt s}{1+\sqrt s},
$$

because $s^2+ms=s$ and $1-s=(1-\sqrt s)(1+\sqrt s)$. Hence

$$
a_*\to\lambda\ln\left(1+\frac1{\sqrt s}\right).
\tag{25}
$$

The best position moves from the middle of a short contact to a fixed depth in a long one.

### Error from neglecting the metal resistance

Suppose $R(a)$ is measured and interpreted with (15), with $R_s$, $L$ and $W$ known. The resistivity $\rho_{\rm app}$ so obtained exceeds the true $\rho$ for every terminal position. The proof rests on a property of resistor networks.

Let $i_k$ be the actual currents in resistors $r_k$ for a given terminal current, and let $i_k+j_k$ be any other currents that obey the node law with the same terminal current. The differences $j_k$ have no sources. The sum $\sum_kr_ki_kj_k$ adds the voltage drops of the actual solution weighted by a source-free flow. Grouped by nodes, each potential is multiplied by the net flow out of its node, which is zero. Therefore

$$
\sum_kr_k(i_k+j_k)^2=\sum_kr_ki_k^2+\sum_kr_kj_k^2 ,
$$

and the actual currents have the least dissipation. Now raise some resistors from $r_k$ to $r_k'$, and let $i_k'$ be the new currents. Then $\sum r_k'i_k'^2\ge\sum r_ki_k'^2\ge\sum r_ki_k^2$. The dissipation at fixed terminal current, and with it the two-terminal resistance, cannot fall. Raising the metal rail from zero to $R_m$ gives $R(a)>R_0$. The inequality is strict because the metal carries current in part of the contact, so the first step loses a positive amount.

It remains to see that $R_0$ increases with $\rho$. With $z=L\sqrt{R_s/\rho}$, (15) reads $R_0=(R_sL/W)\coth z/z$, which decreases with $z$ and hence increases with $\rho$. It covers all positive values, so $\rho_{\rm app}$ exists, is unique, and exceeds $\rho$. For a long contact with a front terminal, equating $\sqrt{\rho_{\rm app}R_s}$ to $\sqrt{\rho(R_s+R_m)}$ gives $\rho_{\rm app}=\rho/s$.

### Worked example

Take the round model values $R_s=100\ \Omega$ and $R_m=25\ \Omega$ per square, $\rho=500\ \Omega\,\mu\mathrm m^2$ (that is, $5\times10^{-6}\ \Omega\,\mathrm{cm}^2$), $W=10\ \mu\mathrm m$ and $L=6\ \mu\mathrm m$. Then

$$
\lambda=\sqrt{\frac{500}{125}}=2\ \mu\mathrm m,\qquad Z=\frac{500}{10\cdot2}=25\ \Omega,
$$

with $m=0.2$, $s=0.8$ and $l=3$. The value of $R_m$ stands for a thin, resistive metal layer, such as a film $40\ \mathrm{nm}$ thick with a resistivity of $100\ \mu\Omega\,\mathrm{cm}$. Thick films of good conductors have a much smaller $R_m$. With an ideal metal the transfer length would be $2.24\ \mu\mathrm m$ and the resistance $R_0=22.57\ \Omega$. The two edge terminals give

$$
R_F=25\coth3=25.12\ \Omega,\qquad
R_B=25\left[0.16\cdot3+\frac{0.68\cosh3+0.32}{\sinh3}\right]=29.88\ \Omega .
$$

The difference of $4.76\ \Omega$ comes from the position of the metal terminal alone. With the back terminal, the semiconductor still carries $0.2+0.6\sinh1.5/\sinh3=0.33$ of the current at mid-length. The end resistance (18) is $2.50\ \Omega$ for the front terminal and $7.02\ \Omega$ for the back terminal; the latter tends to $mZ=5\ \Omega$ in a long contact.

A bracketed root search on (24) puts the best terminal at $a=1.48\ \mu\mathrm m$, where (1) gives $23.53\ \Omega$. The long-contact formula (25) gives $2\ln(1+1/\sqrt{0.8})=1.50\ \mu\mathrm m$, so this contact is already close to that limit.

For the back terminal $k=0.4$, and (22) gives $\cosh l_*=3.5$, hence $l_*=1.925$ and a best length of $3.85\ \mu\mathrm m$. The resistance there is

$$
R_{B,\min}=25\left[0.16\cdot1.925+0.6\sqrt{1.8}\right]=27.82\ \Omega .
$$

Formula (2) at other lengths gives:

| $L$ (µm) | $R_F$ (Ω) | $R_B$ (Ω) |
|---:|---:|---:|
| 1 | 54.10 | 54.14 |
| 2 | 32.83 | 33.13 |
| 4 | 25.93 | 27.84 |
| 6 | 25.12 | 29.88 |
| 12 | 25.00 | 41.04 |
| 24 | 25.00 | 65.00 |

At $1\ \mu\mathrm m$ the terminals hardly differ, as (20) requires. From $12$ to $24\ \mu\mathrm m$ the back-terminal resistance rises by $23.96\ \Omega$. The parallel sheets in (21) account for $20\cdot12/10=24\ \Omega$.

Solving $R_0(\rho_{\rm app})=R(a)$ for the $6\ \mu\mathrm m$ contact by a bracketed root search gives $\rho_{\rm app}=612$, $838$ and $541\ \Omega\,\mu\mathrm m^2$ for the front, back and best terminals. Relative to the true $500\ \Omega\,\mu\mathrm m^2$, neglecting the metal overestimates the resistivity by 22, 68 and 8 per cent.

### Where the formulas stop applying

The one-dimensional description needs the resistance through the thickness of each sheet to be small compared with that of the interface. For a sheet of thickness $d$, sheet resistance $R$ and isotropic resistivity $Rd$, this means $Rd^2\ll\rho$. The condition is met when $\lambda$ is large compared with both thicknesses. A metal of small $R_m$ can meet it even when it is thicker than $\lambda$. The total resistance is then still close to $R_0$, but the small metal contribution is not given by (1). The resistance through the metal thickness, of order $R_md^2/(W\lambda)$, is then as large as the lateral terms of order $R_m\lambda/W$, or larger, and it depends on the shape of the terminal. The terminal dependence and the best position from (24) and (25) therefore need a metal thin compared with $\lambda$. If the condition fails, the potential can vary appreciably through the sheet, and $\rho$ and the sheet resistances alone then no longer determine the contact resistance. If $\lambda$ is large but $L$ is not large compared with the thicknesses, the interface term $\rho/(WL)$ still gives most of the resistance, but the small sheet terms in (20) are unreliable. A terminal narrower than $W$ adds spreading resistance in the metal, which (1) omits. If the interface current is not proportional to $u$, the ladder remains usable with a voltage-dependent interface element, but superposition and the hyperbolic solutions are lost. If $R_s$, $R_m$ or $\rho$ varies along $x$, the ladder can be solved with local values, but in general no single $\lambda$ describes the contact. An exception is a contact in which $\rho$ and the sum $R_s+R_m$ stay uniform while the two sheet resistances vary separately: $\lambda$ is then still uniform.
